# Mean thermal energy of nondegenerate electrons in a Kane band

## Problem

Electrons in the central conduction valley of a semiconductor have been heated above the lattice temperature. Their distribution is assumed to be thermal, with a common electron temperature \(T\), and their density is low enough for Boltzmann statistics. The valley is isotropic and three-dimensional, with the Kane dispersion

\[
E(1+aE)=\frac{p^2}{2m},\qquad a\ge 0 .
\]

Here \(E\) is measured from the band edge, \(p\) is the crystal momentum measured from the valley minimum, \(m\) is the band-edge mass, and \(a\) is the nonparabolicity, an inverse energy.

1. Find the mean energy per electron, \(\langle E\rangle\), to first order in \(a\), and determine how large the next term is.
2. Take \(m=0.04\) free-electron masses, \(a=1.2\ \text{eV}^{-1}\) and a density of \(10^{16}\ \text{cm}^{-3}\). How much energy does an electron give up when the electron temperature falls from 600 K to 300 K at fixed density?

The dispersion is used up to infinite energy. This is harmless when the real band is many \(k_BT\) wide, because the Boltzmann factor suppresses the states far up.

## A first estimate by scaling

The mass can affect only the scale of momentum, and this scale cancels in an average. The remaining energies are \(k_BT\) and \(1/a\), so

\[
\langle E\rangle=k_BT\,F(t),\qquad t=a k_BT .
\]

To estimate \(F\), consider first a pure power law \(E=Cp^\nu\). Its one-electron sum over states is proportional to

\[
Z=\int_0^\infty p^2e^{-Cp^\nu/k_BT}\,dp .
\]

The substitution \(p=(k_BT/C)^{1/\nu}y\) shows that \(Z\propto T^{3/\nu}\). Differentiating the exponential with respect to \(T\) brings down a factor \(E/(k_BT^2)\), so

\[
\langle E\rangle=k_BT^2\frac{d\ln Z}{dT}=\frac{3}{\nu}k_BT .
\]

A parabolic band has \(\nu=2\) and mean energy \(\tfrac32k_BT\). For \(aE\gg1\) the Kane band becomes linear, \(E\simeq p/\sqrt{2ma}\), so \(\nu=1\) and the mean energy tends to \(3k_BT\). Nonparabolicity should therefore raise the mean energy.

Between these limits the exponent varies with energy. Differentiating the dispersion gives \((1+2aE)\,dE=p\,dp/m\), and hence

\[
\nu(E)=\frac{p}{E}\frac{dE}{dp}
=\frac{p^2/m}{E(1+2aE)}
=\frac{2(1+aE)}{1+2aE}\simeq 2(1-aE).
\]

The crudest choice is to evaluate this exponent at the thermal scale \(E=k_BT\). Then

\[
\langle E\rangle_{\rm est}\simeq\frac{3k_BT}{2(1-t)}
\simeq\frac32k_BT(1+t).
\]

The sign and the power of \(t\) have a basis in the two limits and in the expansion of \(\nu\). The coefficient 1 depends on the choice of a single representative energy, and a proper average is needed to replace it.

## Solution by thermal averaging

### Density of states

Including two spin states, the number of states per volume in a momentum shell is

\[
g(E)\,dE=2\,\frac{4\pi p^2dp}{(2\pi\hbar)^3}
=\frac{p^2dp}{\pi^2\hbar^3}.
\]

From the dispersion, \(p=\sqrt{2mE(1+aE)}\) and \(p\,dp=m(1+2aE)\,dE\). Their product gives

\[
g(E)=\frac{(2m)^{3/2}}{2\pi^2\hbar^3}
\sqrt{E(1+aE)}\,(1+2aE),
\]

where \(m\sqrt{2m}=(2m)^{3/2}/2\) was used. As a test with the example's parameters, the plane-wave states between 0.1 and 0.3 eV were counted one by one in a periodic cube of side 400 nm. The count and the integral of \(g\) both give \(0.00811\ \text{nm}^{-3}\). The count fluctuates with the box size: for sides between 300 and 600 nm it lies between 0.00810 and \(0.00812\ \text{nm}^{-3}\).

For Boltzmann occupation, the chemical potential enters as a common factor and cancels from the mean. With \(\varepsilon=E/k_BT\),

\[
\frac{\langle E\rangle}{k_BT}
=\frac{\int_0^\infty \varepsilon^{3/2}h(t\varepsilon)e^{-\varepsilon}d\varepsilon}
{\int_0^\infty \varepsilon^{1/2}h(t\varepsilon)e^{-\varepsilon}d\varepsilon},
\qquad h(x)=\sqrt{1+x}\,(1+2x).
\]

### Why the expansion is allowed

The integrals include energies at which \(t\varepsilon\) is not small, so the expansion of \(h\) needs an error bound. Since \(1+2x=2(1+x)-1\),

\[
h(x)=2(1+x)^{3/2}-(1+x)^{1/2}.
\]

Two derivatives give

\[
h'(x)=3(1+x)^{1/2}-\tfrac12(1+x)^{-1/2},
\]
\[
h''(x)=\tfrac32(1+x)^{-1/2}+\tfrac14(1+x)^{-3/2}.
\]

Thus \(h(0)=1\), \(h'(0)=5/2\), and \(0<h''(x)\le h''(0)=7/4\) for \(x\ge0\). Taylor's theorem then gives, for all nonnegative \(x\),

\[
0\le h(x)-1-\tfrac52x\le\tfrac78x^2 .
\]

With \(x=t\varepsilon\), the neglected part of each integral is at most \(t^2\) times a convergent integral. It is therefore of order \(t^2\), even with the high-energy tail included.

### The first-order mean

Let \(\langle\cdots\rangle_0\) denote an average with the parabolic weight \(\varepsilon^{1/2}e^{-\varepsilon}\). Then \(\langle\varepsilon^n\rangle_0=\Gamma(n+\tfrac32)/\Gamma(\tfrac32)\), and repeated use of \(\Gamma(s+1)=s\Gamma(s)\) gives

\[
\langle\varepsilon\rangle_0=\tfrac32,\qquad
\langle\varepsilon^2\rangle_0=\tfrac32\cdot\tfrac52=\tfrac{15}{4},\qquad
\langle\varepsilon^3\rangle_0=\tfrac{15}{4}\cdot\tfrac72=\tfrac{105}{8}.
\]

Dividing numerator and denominator by \(\Gamma(\tfrac32)\), one finds

\[
\frac{\langle E\rangle}{k_BT}
=\frac{\frac32+\frac52t\cdot\frac{15}{4}+O(t^2)}
{1+\frac52t\cdot\frac32+O(t^2)}
=\frac{\frac32+\frac{75}{8}t+O(t^2)}
{1+\frac{15}{4}t+O(t^2)} .
\]

The reciprocal of the denominator is \(1-\frac{15}{4}t+O(t^2)\). The coefficient of \(t\) in the quotient is therefore

\[
\frac{75}{8}-\frac32\cdot\frac{15}{4}
=\frac{75}{8}-\frac{45}{8}=\frac{15}{4}.
\]

Factoring out \(3/2\) gives the required result:

\[
\boxed{\langle E\rangle=\frac32k_BT
\left[1+\frac52a k_BT+O\!\left((ak_BT)^2\right)\right]} .
\]

The subtraction comes from the normalization. The extra states increase the energy sum, but they also increase the number of electrons at a given chemical potential, and the mean is their ratio.

### The next term and the heat capacity

One more derivative gives \(h'''(x)=-\frac34(1+x)^{-3/2}-\frac38(1+x)^{-5/2}\), whose magnitude is at most \(9/8\). The quadratic Taylor polynomial consequently has an error of at most \(3x^3/16\), and the second-order term may be integrated in the same way. Denote the numerator and denominator by \(N\) and \(D\):

\[
N=\frac32+\frac{75}{8}t+\frac{735}{64}t^2+O(t^3),
\]
\[
D=1+\frac{15}{4}t+\frac{105}{32}t^2+O(t^3).
\]

Write \(N/D=\frac32+\frac{15}{4}t+c\,t^2+O(t^3)\) and multiply by \(D\). Equating the coefficients of \(t^2\) gives

\[
c=\frac{735}{64}-\frac32\cdot\frac{105}{32}-\frac{15}{4}\cdot\frac{15}{4}
=\frac{735-315-900}{64}=-\frac{15}{2}.
\]

Hence

\[
\langle E\rangle=\frac32k_BT\left[1+\frac52t-5t^2+O(t^3)\right].
\]

Direct integration over momentum, extrapolated to small \(t\), gives coefficients of 2.49999 and \(-5.0000\).

The heat capacity per electron follows by differentiation at fixed \(m\), \(a\) and density. The derivatives of \(h\) have bounded Taylor remainders too, so the series may be differentiated term by term:

\[
C=\frac{d\langle E\rangle}{dT}
=\frac32k_B\left[1+5t-15t^2+O(t^3)\right].
\]

Its first-order relative correction is twice that of the mean energy, because the added energy varies as \(T^2\).

## Comparison of the estimate and the solution

The estimate gave \(1+t\), whereas the average gives \(1+\frac52t\). An identity shows where the difference arises. Integrating by parts in momentum space,

\[
\int_0^\infty p^3\frac{dE}{dp}e^{-E/k_BT}dp
=-k_BT\left[p^3e^{-E/k_BT}\right]_0^\infty
+3k_BT\int_0^\infty p^2e^{-E/k_BT}dp .
\]

The boundary term vanishes at both ends. Division by \(\int p^2e^{-E/k_BT}dp\) yields

\[
\left\langle p\frac{dE}{dp}\right\rangle
=\langle\nu(E)E\rangle=3k_BT .
\]

The exponent is therefore averaged with an additional factor \(E\). With \(\nu\simeq2(1-aE)\), the energy at which it should be evaluated is, to this order,

\[
\frac{\langle E^2\rangle_0}{\langle E\rangle_0}
=\frac{15/4}{3/2}k_BT=\frac52k_BT .
\]

The estimate used \(k_BT\), which is too low by a factor of \(5/2\). Energetic electrons count more heavily in the mean energy, and they are also the ones that feel the nonparabolicity most.

The identity gives more than the coefficient. Using

\[
\frac{E(1+aE)}{1+2aE}=E-\frac{aE^2}{1+2aE},
\]

half of the identity becomes

\[
\langle E\rangle=\frac32k_BT
+a\left\langle\frac{E^2}{1+2aE}\right\rangle .
\]

This relation holds for any \(a\ge0\) within the model. The correction is positive whenever \(a>0\). Also, \(\nu\ge1\), so \(\langle E\rangle\le3k_BT\), in agreement with the linear-band limit. The first-order formula, by contrast, grows as \(t\,k_BT\) without such a ceiling and cannot be used at large \(t\).

The positive sign may seem odd, since at fixed momentum the Kane energy is lower than the parabolic one. With \(X=p^2/2m\), the dispersion gives \(E=X-aX^2+O(a^2)\). If the parabolic momentum distribution were kept, the mean would change by \(-\frac{15}{4}a(k_BT)^2\). In equilibrium, however, the lower energies make high-momentum states more occupied. To first order, this redistribution contributes

\[
\frac{a}{k_BT}\left(\langle X^3\rangle_0-\langle X\rangle_0\langle X^2\rangle_0\right)
=a(k_BT)^2\left(\frac{105}{8}-\frac{45}{8}\right)
=\frac{15}{2}a(k_BT)^2 .
\]

The sum is \(+\frac{15}{4}a(k_BT)^2\), as found above.

## Hot electrons at 600 K

At 600 K, \(k_BT=51.704\) meV, so

\[
t=(1.2\ \text{eV}^{-1})(0.051704\ \text{eV})=0.06204 .
\]

The parabolic mean is \(1.5\times51.704=77.56\) meV. The first-order correction is \(2.5\times0.06204=15.51\%\) of it. At 300 K both \(k_BT\) and \(t\) are halved. The mean energies in meV are:

| \(T\) | Parabolic | First order | Full Kane integral |
|---|---:|---:|---:|
| 300 K | 38.78 | 41.79 | 41.61 |
| 600 K | 77.56 | 89.59 | 88.21 |

The scaling estimate at 600 K is \(77.56\times1.06204=82.4\) meV. It supplies less than half of the full nonparabolic increase. The first-order result is too high by 1.56% relative to the full Kane value, and including \(-5t^2\) lowers it to 88.1 meV. The first-order error reaches 1% at \(t=0.0486\), or about 470 K for this value of \(a\).

The energy released per electron in cooling to 300 K is

\[
89.59-41.79=47.80\ \text{meV}
\]

to first order, and 46.60 meV from the full Kane integral. The parabolic value is 38.78 meV, so the full release is about 20% larger. At 600 K the heat capacity is \(1.965k_B\) to first order and \(1.888k_B\) in the full model, compared with \(1.5k_B\) for a parabolic band. For a given rate of energy loss per electron, the larger heat capacity makes the temperature fall more slowly.

The same difference matters when a temperature is inferred from a known mean energy. Setting 88.21 meV equal to \(\frac32k_BT\) would give 682 K instead of 600 K.

## Limits for a real semiconductor

The parameters are rough typical values for a direct-gap III–V semiconductor with a gap near 0.75 eV. At the stated density, Fermi statistics raise the full Kane mean by 0.24% at 600 K and 0.77% at 300 K, which lowers the energy released in cooling from 46.60 to 46.49 meV. The leading Fermi correction is proportional to density, because it comes from the second term in \(f\simeq e^{(\mu-E)/k_BT}-e^{2(\mu-E)/k_BT}\), where \(\mu\) is the chemical potential. At \(10^{17}\ \text{cm}^{-3}\) it would thus be roughly 2% at 600 K and 8% at 300 K. Laser layers and doped contacts can hold still more electrons, and there the nondegenerate formula should be replaced by a Fermi average.

Satellite valleys also hold some electrons. Take them to be parabolic, 0.55 eV above the central minimum, with a combined density-of-states mass of 0.60 free-electron masses. If they share the electron temperature and chemical potential, their population relative to the central valley at 600 K is

\[
\frac{(0.60/0.04)^{3/2}e^{-0.55/0.051704}}{D}
\simeq\frac{1.39\times10^{-3}}{1.245}
\simeq1.12\times10^{-3}.
\]

Each such electron carries about 0.54 eV more than the central-valley mean, which raises the overall mean by 0.68%. The exponential makes this effect grow quickly at higher temperatures. For the same reason the heat capacity is more sensitive than the mean: if the valleys stay in equilibrium as the temperature changes, transfer between them raises the heat capacity at 600 K from \(1.89k_B\) to \(2.01k_B\), about 6%. The energy released in cooling to 300 K rises by 0.6 meV. These figures depend exponentially on the assumed valley offset, which is only a rough value. With the same mass, an offset of 0.50 eV gives \(2.15k_B\) and 1.4 meV, and an offset of 0.46 eV gives \(2.36k_B\) and about 2.9 meV.

The Kane form is itself an approximation. A three-level model with gap \(G=0.75\) eV and spin-orbit splitting \(\Delta=0.33\) eV has

\[
\frac{u(u+G)(u+G+\Delta)}{u+G+2\Delta/3}\propto p^2,
\qquad E=u+\frac{p^2}{2m_0},
\]

where \(m_0\) is the free-electron mass and the constant of proportionality is fixed by the same edge mass. This band gives a mean energy 1.04% below the full Kane value at 600 K, and the energy released in cooling to 300 K falls from 46.6 to 45.9 meV. Its small-momentum expansion corresponds to \(a=1.132\ \text{eV}^{-1}\), slightly below the value chosen here.

In the Kane model, a fraction \(7\times10^{-6}\) of the central-valley electrons at 600 K lies above the gap energy. Energy conservation prevents an electron below this energy from creating another electron–hole pair, and momentum conservation can raise the threshold further. Impact ionization by central-valley electrons therefore has very few candidates in this thermal distribution. The thermal distribution is itself an assumption. In a polar III–V semiconductor at \(10^{16}\ \text{cm}^{-3}\), a rough estimate for electrons near the 600 K mean energy makes energy loss by optical-phonon emission several times faster than energy exchange among the electrons. Their mutual collisions alone cannot then be relied on to keep the distribution thermal during cooling. The example compares two thermal states and does not describe the path between them. Immediately after a short optical pulse, or in a strong field, the distribution also need not be thermal. The formula then has no single \(T\) to use, and the mean must be calculated from the actual distribution. The numerical output below gives the main values of the worked example.

## Table of computed values

```
edge mass = 0.04 electron masses; a = 1.20 1/eV
electron density = 1.0e+16 1/cm^3
gap = 0.75 eV; spin-orbit splitting = 0.33 eV
satellite offset = 0.55 eV
satellite density-of-states mass = 0.60 electron masses
states 0.1-0.3 eV, counted = 0.00811 1/nm^3
states 0.1-0.3 eV, formula = 0.00811 1/nm^3
first-order coefficient, numerical = 2.49999
second-order coefficient, numerical = -5.0000
heat-capacity coefficient, numerical = 5.0000
T = 300 K: kB T = 25.852 meV; a kB T = 0.03102
  first-order correction = 7.76 %
  mean energy, parabolic = 38.78 meV
  mean energy, first order = 41.79 meV
  mean energy, full Kane = 41.61 meV
  first-order error = +0.43 %
  chemical potential/(kB T) = -3.10
  shift by Fermi statistics = +0.77 %
T = 600 K: kB T = 51.704 meV; a kB T = 0.06204
  first-order correction = 15.51 %
  mean energy, parabolic = 77.56 meV
  mean energy, first order = 89.59 meV
  mean energy, full Kane = 88.21 meV
  first-order error = +1.56 %
  chemical potential/(kB T) = -4.25
  shift by Fermi statistics = +0.24 %
energy released 600 to 300 K, parabolic = 38.78 meV
energy released 600 to 300 K, first order = 47.80 meV
energy released 600 to 300 K, full Kane = 46.60 meV
heat capacity at 600 K, parabolic = 1.500 kB
heat capacity at 600 K, first order = 1.965 kB
heat capacity at 600 K, full Kane = 1.888 kB
temperature inferred with parabolic formula = 682 K
a kB T at 1 % first-order error = 0.0486
temperature at 1 % first-order error = 470 K
satellite share at 600 K = 1.12e-03
shift by satellite valleys at 600 K = +0.68 %
a from three-level model = 1.132 1/eV
shift by three-level band at 600 K = -1.04 %
share of electrons above gap energy at 600 K = 7.35e-06
full nonparabolic correction at 600 K = 13.73 %
```
